# Saddle-point transmission and the condition for clear conductance plateaus

An electron crossing a quadratic saddle in a transverse mode with threshold \(E_n\) is transmitted with probability

\[
T_n(E)=\frac{1}{1+e^{-2\pi\varepsilon_n}},\qquad \varepsilon_n=\frac{E-E_n}{\hbar\omega_x},
\tag{1}
\]

where \(\omega_x\) measures the curvature of the barrier along the current. Let \(\omega_\perp\) be the transverse frequency, \(r=\omega_\perp/\omega_x\), and let \(A\) be the slope of conductance against energy in the middle of a plateau, divided by the local mean slope of the staircase. For an unbounded ladder of modes, at low temperature and small bias, \(A\) depends on \(r\) alone, falls steadily from 1 to 0, and satisfies

\[
A(r)+A(1/r)=1 .
\tag{2}
\]

Hence \(A(1)=\tfrac12\), and the plateau is less than half as steep as the mean staircase if and only if \(\omega_\perp>\omega_x\). Plateaus fade gradually, so "clear" needs a criterion. Half the mean slope is a convention, singled out by the symmetry (2). A stricter criterion demands a larger \(r\); a looser one would admit some \(r<1\).

**The transmission.** The potential energy of a planar constriction is

\[
V=V_0-\tfrac12 m\omega_x^2x^2+\tfrac12 m\omega_\perp^2y^2 .
\]

In a round filament \(y^2\) is replaced by \(y^2+z^2\). The electrons are independent and have one isotropic mass \(m\). Since \(V\) is a sum of a function of \(x\) and a function of the transverse coordinates, the wavefunction factorizes into \(\chi(x)\) and an oscillator state, and modes do not mix. The planar thresholds are \(V_0+(n+\tfrac12)\hbar\omega_\perp\), \(n=0,1,\dots\). In the round case two oscillators with quantum numbers \(n_y,n_z\) give \(V_0+j\hbar\omega_\perp\) with \(j=n_y+n_z+1\), and there are \(j\) ways to form each \(j\).

What remains is \(-(\hbar^2/2m)\chi''-\tfrac12m\omega_x^2x^2\chi=(E-E_n)\chi\). With \(\xi=x\sqrt{m\omega_x/\hbar}\), division by \(\hbar\omega_x/2\) gives

\[
\chi''+(\xi^2+2\varepsilon)\chi=0 .
\tag{3}
\]

Put \(\chi=e^{i\xi^2/2}F\). Then \(\chi''=e^{i\xi^2/2}(F''+2i\xi F'+iF-\xi^2F)\), so

\[
F''+2i\xi F'+(2\varepsilon+i)F=0 .
\]

The coefficients are at most linear in \(\xi\), so a Fourier ansatz \(F=\int_0^\infty g(u)e^{-iu\xi}du\) leads to a first-order equation for \(g\). The term \(F''\) contributes \(-u^2g\). In the second term, \(\xi e^{-iu\xi}=i\,\partial_u e^{-iu\xi}\), and integration by parts gives

\[
2i\xi F'=2\int ug\,\xi e^{-iu\xi}du=-2i\int (ug)'e^{-iu\xi}du .
\]

Therefore \(-u^2g-2i(ug)'+(2\varepsilon+i)g=0\), or

\[
\frac{g'}{g}=\frac{iu}{2}-\frac{i\varepsilon}{u}-\frac{1}{2u},\qquad g=u^{-i\varepsilon-1/2}e^{iu^2/4}.
\]

The solution is

\[
\chi(\xi)=e^{i\xi^2/2}\int_0^\infty u^{-i\varepsilon-1/2}\,e^{iu^2/4-iu\xi}\,du .
\tag{4}
\]

The contour is turned slightly into the upper half-plane at large \(u\), where \(e^{iu^2/4}\) then decays as a Gaussian. The boundary term \(ug\) vanishes there, and at \(u=0\) it vanishes as \(u^{1/2}\).

Far from the saddle two regions of the integral matter. For \(\xi\to+\infty\) the phase \(u^2/4-u\xi\) is stationary at \(u=2\xi\), where it equals \(-\xi^2\) and has second derivative \(\tfrac12\). The Gaussian integral \(\int e^{is^2/4}ds=\sqrt{4\pi}\,e^{i\pi/4}\) gives the contribution

\[
\sqrt{4\pi}\,e^{i\pi/4}(2\xi)^{-i\varepsilon-1/2}e^{-i\xi^2/2}.
\]

Its local wavenumber is \(-\xi\), so it moves left: it is the wave incident from the right. Its squared modulus is \(2\pi/\xi\), and multiplication by the wavenumber gives a flux of magnitude \(2\pi\). For \(\xi\to-\infty\) no stationary point lies on the contour.

The endpoint \(u=0\) contributes on both sides. There \(e^{iu^2/4}\) may be replaced by 1, leaving

\[
e^{i\xi^2/2}\,\Gamma(\tfrac12-i\varepsilon)\,(i\xi)^{-1/2+i\varepsilon}.
\]

The factor \(e^{i\xi^2/2}\) has wavenumber \(\xi\), so it travels outward on either side: reflected on the right, transmitted on the left. For \(\xi>0\), \(i=e^{i\pi/2}\) and the power has modulus \(\xi^{-1/2}e^{-\pi\varepsilon/2}\). For \(\xi<0\), \(i\xi=|\xi|e^{-i\pi/2}\) and the modulus is \(|\xi|^{-1/2}e^{+\pi\varepsilon/2}\). The Gamma function is common to both, so the ratio of fluxes is

\[
\frac{R}{T}=\frac{e^{-\pi\varepsilon}}{e^{\pi\varepsilon}}=e^{-2\pi\varepsilon}.
\]

Equation (3) is real, so \(\mathrm{Im}(\chi^*\chi')\) is the same at every \(\xi\). Hence \(R+T=1\), which gives (1). The barrier is even in \(x\), so incidence from the left gives the same \(T\).

At threshold \(T=\tfrac12\). Far below it \(T\approx e^{-2\pi|\varepsilon|}\), the usual tunnelling exponent, since \(2\int\sqrt{2|\varepsilon|-\xi^2}\,d\xi=2\pi|\varepsilon|\) between the turning points. Direct numerical integration of (3) at \(\varepsilon=0.25\) gives \(T=0.8279\), as does (1).

**From modes to conductance.** Let the leads feed the saddle without reflection. In one mode the number of right-moving states per unit length and energy is \(1/(hv)\) for each spin, and each carries current \(ev\) per unit density, so the velocity \(v\) cancels. With two spins,

\[
I=\frac{2e}{h}\int\sum_nT_n(E)\,[f_L(E)-f_R(E)]\,dE .
\tag{5}
\]

At low temperature and small bias \(V_b\) the difference of Fermi functions selects a window \(eV_b\) at the Fermi energy, and \(G=G_0\sum_nT_n\) with \(G_0=2e^2/h\).

Write \(T=\tfrac12[1+\tanh(\pi\varepsilon)]\). Then

\[
\frac{dT}{d\varepsilon}=F(\varepsilon)=\frac{\pi}{2}\,\mathrm{sech}^2(\pi\varepsilon),
\]

where \(F\) from here on denotes this peak of unit area. In the planar case the staircase climbs \(G_0\) per \(\hbar\omega_\perp\) on average. At mid-plateau the thresholds lie at distances \((n+\tfrac12)\hbar\omega_\perp\) on either side. If the ladder is continued without end in both directions, the relative slope is

\[
A(r)=r\sum_{n=-\infty}^{\infty}F\big(r(n+\tfrac12)\big)=\frac{\pi r}{2}\sum_{n=-\infty}^{\infty}\mathrm{sech}^2\big(\pi r(n+\tfrac12)\big).
\tag{6}
\]

The round filament gives the same function. The middle of plateau \(N\) lies at \((N+\tfrac12)\hbar\omega_\perp\) above \(V_0\), where the smoothed mean slope is \((N+\tfrac12)G_0/\hbar\omega_\perp\). The groups \(j=N-k\) and \(j=N+1+k\) are equally far from this energy and their weights add to \(2N+1\). Each therefore counts as if it had weight \(N+\tfrac12\), which the division by the mean slope removes.

The real ladder has a lowest mode. On the first plateau the nearest missing term is at distance \(3r/2\) in the planar case. In the round case it is at \(5r/2\), because the fictitious group \(j=0\) has zero weight. The errors are thus of order \(e^{-3\pi r}\) and \(e^{-5\pi r}\). At \(r=1\) the existing modes alone give \(A=0.4995\) (planar) and \(0.5000006\) (round). For \(r\ll1\) these corrections cease to be small on a low plateau, and (6) then applies to high plateaus.

**The symmetry.** Define \(p(s)=r\sum_nF(r(n+s))\), which has period 1 in the offset \(s\), with \(A=p(\tfrac12)\). Its Fourier coefficients follow by joining the unit intervals into the whole line:

\[
\int_0^1p(s)e^{-2\pi iks}ds=\int_{-\infty}^{\infty}F(x)e^{-2\pi ikx/r}dx .
\]

Since \(F\) is even, this is \(J(q)=\int F(x)e^{iqx}dx\) at \(q=2\pi k/r\). To find \(J\), use \(F(x+i)=F(x)\) and integrate round the strip \(0<\mathrm{Im}\,x<1\). Near the one enclosed pole, \(x=i/2+\delta\), \(\cosh\pi x=i\sinh\pi\delta\), so \(F\approx-1/(2\pi\delta^2)\), with no \(1/\delta\) term. Multiplication by \(e^{iqx}=e^{-q/2}(1+iq\delta+\dots)\) gives the residue \(-iqe^{-q/2}/2\pi\). Hence

\[
J(1-e^{-q})=q\,e^{-q/2},\qquad J(q)=\frac{q/2}{\sinh(q/2)} .
\]

At \(s=\tfrac12\) harmonic \(k\) carries the sign \((-1)^k\), and

\[
A(r)=1-2\sum_{k=1}^{\infty}(-1)^{k-1}\frac{\pi k/r}{\sinh(\pi k/r)} .
\tag{7}
\]

A second series comes directly from (6). For \(u>0\), \(\mathrm{sech}^2u=4\sum_{k\ge1}(-1)^{k-1}k\,e^{-2ku}\). The terms \(n\ge0\) and \(n<0\) in (6) are equal in pairs, and the geometric sum is \(\sum_{n\ge0}e^{-2\pi rk(n+1/2)}=1/[2\sinh(\pi kr)]\). Thus

\[
A(r)=2\pi r\sum_{k=1}^{\infty}(-1)^{k-1}\frac{k}{\sinh(\pi kr)} .
\tag{8}
\]

With \(r\) replaced by \(1/r\), (8) is precisely the quantity subtracted from 1 in (7). This proves (2).

It remains to show that \(A\) decreases. With \(u_n=\pi r(n+\tfrac12)\), (6) reads

\[
A=\sum_{n\ge0}\frac{2}{2n+1}\,u_n\,\mathrm{sech}^2u_n .
\]

The derivative of \(u\,\mathrm{sech}^2u\) is \(\mathrm{sech}^2u\,(1-2u\tanh u)\). For \(r\ge1\) every \(u_n\ge\pi/2\), where \(2u\tanh u>1\), so every term falls as \(r\) grows. For \(r<1\), \(A(r)=1-A(1/r)\). As \(r\) grows, \(1/r\) falls within the range just treated, \(A(1/r)\) rises, and \(A(r)\) falls. So \(A<\tfrac12\) exactly for \(r>1\).

The leading terms of (8) and (7) give the limits

\[
A\approx4\pi r\,e^{-\pi r}\ (r\gg1),\qquad 1-A\approx\frac{4\pi}{r}e^{-\pi/r}\ (r\ll1).
\]

A short, sharply curved barrier lets modes tunnel and reflects modes above threshold over an energy range comparable with their spacing. The risers then overlap and the staircase becomes a ramp. The slope at the centre of a riser is \(p(0)\). Relative to the mean slope, the two are:

| \(r\) | mid-plateau | riser |
|---|---|---|
| 0.5 | 0.953 | 1.047 |
| 1 | 0.500 | 1.594 |
| 2 | 0.047 | 3.142 |
| 3 | 0.003 | 4.712 |

Reducing the plateau slope to a tenth of the mean requires \(r=1.71\), and to a hundredth \(r=2.57\).

**Temperature and bias.** For the unbounded ladder, the condition \(\omega_\perp>\omega_x\) remains necessary for \(A<\tfrac12\) at finite temperature or bias, but it is no longer sufficient. By (5), temperature \(\Theta\) averages the conductance with weight

\[
-\frac{\partial f}{\partial E}=\frac{1}{4k_B\Theta}\,\mathrm{sech}^2\frac{E-E_F}{2k_B\Theta}.
\]

This has the shape of \(F\), with \(2\pi k_B\Theta\) in place of \(\hbar\omega_x\). Harmonic \(k\) in (7) is therefore multiplied by \(y/\sinh y\), \(y=2\pi^2k\,k_B\Theta/\hbar\omega_\perp\). For \(G=I/V_b\) with the bias placed symmetrically about \(E_F\), averaging over the window \(eV_b\) adds the factor \(\sin z/z\), \(z=\pi k\,eV_b/\hbar\omega_\perp\).

For the unbounded ladder, neither can make a plateau flatter. (On a low planar plateau with \(r<1\), the missing modes below the lowest one can reverse this at a high enough temperature or bias.) To see this, write \(x/\sinh x=\prod_{l\ge1}(1+x^2/\pi^2l^2)^{-1}\). Each factor is the Fourier transform of a two-sided exponential. Wrapped on a circle of unit length, that exponential becomes proportional to \(\cosh[\kappa(\tfrac12-|s|)]\) for \(|s|\le\tfrac12\), with some \(\kappa>0\): symmetric and falling away from \(s=0\). Such a function is a positive mixture of arcs centred on \(s=0\). The convolution of two centred arcs is their overlap, which cannot grow as one is shifted away from the other. Convolution therefore preserves the property, and \(p(s)\) has its minimum at \(s=\tfrac12\). Thermal and bias smoothing replace this minimum by a positively weighted average of \(p\), which cannot be lower.

If the axial broadening is negligible, the thermal average alone gives \(A(\hbar\omega_\perp/2\pi k_B\Theta)\). A plateau below half the mean slope then needs \(\hbar\omega_\perp>2\pi k_B\Theta\).

**A filament in an oxide memory cell.** Take a round filament with rough, round parameters in the regime of an oxygen-vacancy filament at room temperature. The mass is that of a free electron. The wall rises by \(U_w=2\) eV at radius \(R=1\) nm, and the barrier falls by \(U_x=1\) eV at axial distance \(L\) from the neck. Setting \(\tfrac12m\omega_\perp^2R^2=U_w\) and \(\tfrac12m\omega_x^2L^2=U_x\) gives

\[
\hbar\omega_\perp=\frac{\hbar}{R}\sqrt{\frac{2U_w}{m}}=0.552\ \text{eV},\qquad r=\frac LR\sqrt{\frac{U_w}{U_x}} .
\]

An isotropic mass cancels from \(r\). With these energies held fixed, a long neck is a clear one. For \(L=2\) nm, \(\hbar\omega_x=0.195\) eV and \(r=2\sqrt2=2.83\). For \(L=0.5\) nm, \(\hbar\omega_x=0.781\) eV and \(r=0.71\).

At low temperature and small bias the long neck has \(A=0.0049\), and \(G=1.0001\,G_0\) and \(3.0001\,G_0\) in the middle of the first two plateaus. The first is 77.5 μS. The short neck has \(A=0.80\), and the corresponding values are \(1.10\,G_0\) and \(3.10\,G_0\). These short-neck values are rougher, because \(\hbar\omega_x\) is close to the 1 eV drop and the parabola is then a poor guide away from its top. A smooth barrier \(-U_x\tanh^2(x/L)\), which has the same curvature and levels off 1 eV below its top, gives \(A\approx0.88\) and \(1.14\,G_0\) on the first plateau; a Gaussian profile of the same curvature and depth gives \(A\approx0.86\) and \(1.13\,G_0\). A conductance near a whole number at one energy is thus no proof of a plateau. The excess arises because the group above mid-plateau has more modes than the group below. In the nearest groups on either side, each mode above gains the probability \(P=1/(1+e^{\pi r})\) that each mode below loses. These two groups differ by one mode, so they add \(P\approx0.098\) for the short neck, most of the excess.

At 300 K, \(2\pi k_B\Theta=0.162\) eV, below the mode spacing. For the long neck \(A\) rises to 0.019 at very small bias (1 mV) and to 0.027 at a read voltage of 0.1 V, where \(G=1.0008\,G_0\). The plateau stays clear, and its residual slope is a joint effect. Axial broadening alone gives 0.005, and temperature and bias acting on perfectly sharp steps would give only 0.002, but the combined broadening reaches further into the plateau. The current is 7.75 μA.

The shape of the neck matters more. Let its radius grow as \(R(1+x^2/L^2)\), with the wall rise fixed. Then \(\omega_\perp\) falls as \(1/(1+x^2/L^2)\), and if electrons stay in their modes, threshold \(j\) gains the extra downward curvature of \(-j\hbar\omega_\perp x^2/L^2\). Its axial frequency near the neck becomes

\[
\omega_{x,j}=\omega_x\sqrt{1+\frac{j\hbar\omega_\perp}{U_x}} .
\]

For the long neck the ratio drops from 2.83 to 2.27 for \(j=1\) and 1.95 for \(j=2\). Solving the wave equation for the widened thresholds gives \(A=0.041\) at low temperature and small bias, about eight times the straight-neck value. Widening and thermal smoothing were not combined.

Other changes, each made alone in the low-temperature, small-bias model, are these. A smooth axial barrier of finite height 1 eV gives \(A\approx0.004\). Cutting the wall off at 2 eV moves the first two levels only to 0.552 and 1.102 eV. The third group splits to 1.631 and 1.641 eV (from 1.656 eV), and the fourth, at 2.21 eV in the parabola, is no longer bound, so the second-plateau values are less secure than the first. Halving the axial mass, with the transverse mass fixed, lowers \(r\) to 2.00 and so raises \(A\) to 0.047. A uniform read field merely shifts the quadratic saddle and raises its top by \((eV_b/2)^2/4U_x=0.6\) meV, taking the voltage to drop over \(2L\). The mean field is then 0.25 MV/cm, well below the several MV/cm at which good oxide films roughly break down.

Nanometre necks, conductances near \(G_0\) and read voltages near 0.1 V are plausible for such cells. The wall, the axial drop and the mass are much less certain and vary with the oxide and the filament. Real filaments also break the assumption of a smooth, straight channel. Widening alone moves \(A\) from 0.005 to 0.04 here. Scattering by defects, mixing of modes and electron interaction are not included, and defects can move a plateau away from a whole number of \(G_0\). Moreover, a two-terminal cell does not sweep the Fermi energy. Its conductance changes as atoms move, which may alter \(R\), \(L\) and \(V_0\) together, so a recorded step need not trace the curve \(G(E)\) derived here. For a straight neck with a quadratic barrier, and with the wall and axial energies fixed, the design rule for \(A<\tfrac12\) is \(L/R>\sqrt{U_x/U_w}\), with a margin that grows with the flatness required and with temperature and bias, together with a mode spacing well above both \(2\pi k_B\Theta\) and \(eV_b\). For the energies used here the rule gives \(L/R>0.71\). At 300 K and 0.1 V the limit moves to 0.77. The rule does not carry over to the widening neck, which at low temperature still has \(A\approx0.81\) at \(L/R=0.71\) and needs \(L/R\) close to 1 to reach \(A=\tfrac12\). The numerical output lists the values used.

## Numbers as computed

```
eps, T integrated, T formula (no unit)
  -0.50  0.04142  0.04142
   0.00  0.50001  0.50000
   0.25  0.82790  0.82790
   0.50  0.95857  0.95858
r = wt/wx, mid-plateau slope A, riser slope (both / mean)
  0.5  0.9532  1.0471
  1.0  0.5000  1.5942
  1.5  0.1663  2.3577
  2.0  0.0468  3.1417
  3.0  0.0030  4.7124
r needed for A = 0.1: 1.706
r needed for A = 0.01: 2.572
A at r=1, first plateau, planar: 0.49949
A at r=1, first plateau, round: 0.5000006
neck radius 1.0 nm, wall rise 2.0 eV, axial drop 1.0 eV
half-lengths: long 2.0 nm, short 0.5 nm
temperature 300 K, read voltage 0.1 V
transverse quantum: 0.5521 eV
axial quantum, long: 0.1952 eV; short: 0.7808 eV
G0 = 77.481 uS
long: r = 2.828, A = 0.0049
  G at mid-plateau 1, 2: 1.0001, 3.0001 G0
short: r = 0.707, A = 0.7958
  G at mid-plateau 1, 2: 1.1017, 3.1017 G0
long, first plateau: 77.49 uS
finite wall: levels 1, 2 at 0.552, 1.102 eV
  mesh shift 0.0001 eV; gap/axial quantum 2.82
long, A at 300 K and 0.001 V: 0.0193
long, A at 300 K and 0.1 V: 0.0271
long, G at 300 K and 0.1 V: 1.0008 G0
thermal limit 2 pi kT: 0.1624 eV
T where kT = axial quantum/2pi: 361 K
A, parabola integrated: 0.0049
A, smooth barrier of finite height: 0.0044
A, neck that doubles its radius at L: 0.0412
  widening: effective r of mode group 1: 2.270
  widening: effective r of mode group 2: 1.950
r if the axial mass is halved: 2.000
shift of barrier top by tilt: 0.625 meV
mean field over the neck: 0.250 MV/cm
read current 7.75 uA, power 0.775 uW
```
